# The Jackiw-Rebbi Zero Mode and the Half-Integer Vacuum Charge

A Dirac particle on a line whose mass $m(x)$ changes from negative on the left to positive on the right has one normalizable state of zero energy,

$$\psi_0(x)=N\begin{pmatrix}\exp\!\left(-\int_0^x m(x')\,dx'\right)\\[2pt]0\end{pmatrix}.$$

When all negative-energy levels are filled, the particle density relative to a vacuum of uniform mass is

$$\rho(x)=\mp\tfrac12|\psi_0(x)|^2,\qquad Q=\int\rho\,dx=\mp\tfrac12 ,$$

with the upper sign if the zero mode is empty and the lower sign if it is filled. Here $Q$ is a fermion number; the electric charge is $Q$ times the charge of one particle.

The result is derived twice below: for a general kink, from spectral symmetry and completeness, and for one particular kink, by adding up the filled states.

## The model and its zero mode

Units are $\hbar=v=1$, where $v$ is the velocity in the Dirac equation. There is one fermion species, without interactions, in a static mass profile. The profile is smooth with bounded derivatives, and it tends to $-m_L<0$ on the far left and $m_R>0$ on the far right. The Hamiltonian is

$$H=\sigma_y p+\sigma_x m(x),\qquad p=-i\partial .$$

Since $\sigma_y(-i\partial)$ has the entries $-\partial$ (upper right) and $+\partial$ (lower left),

$$H=\begin{pmatrix}0&A^\dagger\\A&0\end{pmatrix},\qquad A=\partial+m,\quad A^\dagger=-\partial+m .$$

For $\psi=(u,v)^T$, the equation $H\psi=0$ separates into $u'=-mu$ and $v'=mv$. Each is of first order and has one solution up to a factor:

$$u\propto e^{-\int_0^x m\,dx'},\qquad v\propto e^{+\int_0^x m\,dx'} .$$

Since $u'/u=-m$, the function $u$ decays exponentially on both sides, at a rate that tends to $m_R$ on the far right and to $m_L$ on the far left, so it is normalizable. The solution $v$ grows on both sides and must be dropped. There is therefore one zero mode, and it lies in the upper component. For an antikink the signs of $m$ are reversed, and the mode lies in the lower component.

## First derivation: spectral symmetry and completeness

**Pairing of levels.** The matrix $\sigma_z$ anticommutes with $\sigma_x$ and $\sigma_y$, hence $\sigma_zH=-H\sigma_z$. If $H\psi=E\psi$, then

$$H(\sigma_z\psi)=-\sigma_zH\psi=-E\,(\sigma_z\psi).$$

Every state with $E\neq0$ has a partner at $-E$. The partner $(u,-v)^T$ has the same density $|u|^2+|v|^2$ at every point. The zero mode is its own partner.

**Definition of the density.** The filled levels have infinite total density, so a regulator and a reference are needed. Let $\phi_E$ be the states for a uniform mass $M\neq0$, whose energies $\pm\sqrt{k^2+M^2}$ include no zero. With the zero mode empty, define

$$\rho(x)=\lim_{s\to0^+}\Big[\sum_{E<0}e^{-sE^2}|\psi_E(x)|^2-\sum_{E<0}e^{-sE^2}|\phi_E(x)|^2\Big],$$

where the sums include integrals over the continuum. The weight depends on $E^2$, so it treats the two members of a pair alike.

**Use of completeness.** Inserting the complete set of eigenstates of $H$ into the diagonal kernel of $e^{-sH^2}$, traced over the spinor components, gives

$$K_s(x)=\mathrm{tr}\,\langle x|e^{-sH^2}|x\rangle=\sum_{\text{all }E}e^{-sE^2}|\psi_E(x)|^2 .$$

By the pairing, positive and negative levels contribute equally, and the zero mode has weight $e^0=1$:

$$K_s=2\sum_{E<0}e^{-sE^2}|\psi_E|^2+|\psi_0|^2,\qquad K_s^{\rm ref}=2\sum_{E<0}e^{-sE^2}|\phi_E|^2 .$$

Solving both for the negative-energy sums and subtracting,

$$\rho(x)=\lim_{s\to0^+}\tfrac12\left[K_s(x)-K_s^{\rm ref}(x)\right]-\tfrac12|\psi_0(x)|^2. \tag{1}$$

It remains to show that the bracket vanishes. Formally both kernels tend to the same $2\delta(0)$, but a difference of two infinities has to be calculated.

**The bracket.** The square of $H$ is diagonal, with entries

$$A^\dagger A\,u=-(u'+mu)'+m(u'+mu)=-u''+(m^2-m')u,$$

$$AA^\dagger v=(-v'+mv)'+m(-v'+mv)=-v''+(m^2+m')v .$$

Both have the form $h=-\partial^2+V$. Differentiating a product of exponentials gives

$$\frac{d}{dt}\left[e^{(s-t)\partial^2}e^{-th}\right]=e^{(s-t)\partial^2}(-\partial^2-h)e^{-th}=-e^{(s-t)\partial^2}Ve^{-th}.$$

Integrating from $t=0$ to $t=s$,

$$e^{-sh}=e^{s\partial^2}-\int_0^s dt\,e^{(s-t)\partial^2}\,V\,e^{-th}.$$

To first order in $V$, the last factor is replaced by $e^{t\partial^2}$. The kernel of $e^{t\partial^2}$ is the Gaussian $G_t(x,y)=e^{-(x-y)^2/4t}/\sqrt{4\pi t}$. In the diagonal element, $G_{s-t}(x,y)G_t(y,x)$ confines $y$ to a distance of order $\sqrt s$ from $x$, so $V(y)$ may be replaced by $V(x)$. The term linear in $y-x$ integrates to zero, and the quadratic term is smaller by a factor of order $s$. Since $\int dy\,G_{s-t}(x,y)G_t(y,x)=G_s(x,x)=1/\sqrt{4\pi s}$,

$$\langle x|e^{-sh}|x\rangle=\frac{1}{\sqrt{4\pi s}}-\frac{s\,V(x)}{\sqrt{4\pi s}}+O(s^{3/2}).$$

The second order in $V$ brings another factor $s$ and is included in the remainder. Adding the two components, $V=m^2-m'$ and $V=m^2+m'$, cancels $m'$ and leaves $2m^2$. With $2s/\sqrt{4\pi s}=\sqrt{s/\pi}$,

$$K_s-K_s^{\rm ref}=-\sqrt{\frac{s}{\pi}}\,\left[m(x)^2-M^2\right]+O(s^{3/2})\;\longrightarrow\;0. \tag{2}$$

Equation (1) then gives $\rho=-\frac12|\psi_0|^2$, and normalization gives $Q=-\frac12$. Filling the zero mode adds $|\psi_0|^2$ and changes the charge to $+\frac12$. The limit $s\to0$ is taken at fixed $x$, before the integration over $x$; this order allows $m_L\neq m_R$.

**Bound pairs.** The argument does not ask whether a paired level is bound or in the continuum. The kink $m=m_0\tanh(m_0x/2)$ provides an example. With $S=\mathrm{sech}(m_0x/2)$, the lower component obeys

$$-v''+\left(m_0^2-\tfrac12m_0^2S^2\right)v=E^2v .$$

For $v=S$ one has $v''=\frac14m_0^2(S-2S^3)$. The cubic terms cancel, leaving $E^2=\frac34m_0^2$. This kink thus binds an extra pair at $E=\pm0.866\,m_0$, and its vacuum charge is still $\mp\frac12$.

**Charge as an operator.** Expand the field as $\Psi=b_0\psi_0+\sum_{E>0}b_E\psi_E+\sum_{E<0}d_E^\dagger\psi_E$. The charge operator $\hat Q=\frac12\int(\Psi^\dagger\Psi-\Psi\Psi^\dagger)\,dx$, with spinor indices summed, becomes

$$\hat Q=\left(b_0^\dagger b_0-\tfrac12\right)+\sum_{E>0}\left(b_E^\dagger b_E-\tfrac12\right)+\sum_{E<0}\left(\tfrac12-d_E^\dagger d_E\right).$$

With the weight $e^{-sE^2}$ on each term, the constants of paired levels cancel before $s\to0$. The constant of the zero mode has no partner. The two states without other excitations are therefore eigenstates of $\hat Q$ with eigenvalues $\mp\frac12$, so the half is more than an average over integer outcomes. This statement concerns the charge of the whole infinite line; the fluctuations of the charge in a finite region are not treated here.

## Second derivation: adding up the filled states

Now take $m=m_0\tanh(m_0x)$ and add a term $\varepsilon\sigma_z$, which destroys the symmetry $\sigma_zH=-H\sigma_z$. The continuum energies will still come in pairs of opposite sign, but the two states of a pair no longer have the same density:

$$H_\varepsilon=\begin{pmatrix}\varepsilon&A^\dagger\\A&-\varepsilon\end{pmatrix}.$$

**The states.** For this profile $m^2+m'=m_0^2\tanh^2(m_0x)+m_0^2\,\mathrm{sech}^2(m_0x)=m_0^2$, so $AA^\dagger=-\partial^2+m_0^2$ is a free operator. Its eigenfunctions are $v_k=e^{ikx}$ with eigenvalue $E_k^2=k^2+m_0^2$. Define matching upper functions

$$f_k=\frac{A^\dagger v_k}{E_k}=\frac{-ik+m_0\tanh(m_0x)}{E_k}\,e^{ikx},\qquad Af_k=\frac{AA^\dagger v_k}{E_k}=E_kv_k .$$

They are normalized like the plane waves, because $\langle f_k|f_{k'}\rangle=\langle v_k|AA^\dagger|v_{k'}\rangle/(E_kE_{k'})=2\pi\delta(k-k')$.

No other upper functions are needed except the zero mode. If $A^\dagger Au=\lambda u$ with $\lambda>0$, then $Au$ is an eigenfunction of $AA^\dagger$, hence a combination of plane waves, and $u=A^\dagger(Au)/\lambda$ is a combination of the $f_k$. If $\lambda=0$, then $u$ is the zero mode. Since $\int_0^xm\,dx'=\ln\cosh(m_0x)$ and $\int\mathrm{sech}^2(m_0x)\,dx=2/m_0$,

$$|\psi_0|^2=\frac{m_0}{2}\,\mathrm{sech}^2(m_0x).$$

The zero mode has only an upper component, so its energy is now $\varepsilon$.

**Weights in the filled states.** On $(a f_k,\,b v_k)^T$ the Hamiltonian acts as a $2\times2$ matrix on $(a,b)$:

$$h_k=\begin{pmatrix}\varepsilon&E_k\\E_k&-\varepsilon\end{pmatrix},\qquad h_k^2=W_k^2,\quad W_k=\sqrt{E_k^2+\varepsilon^2}.$$

The projector onto the eigenvalue $-W_k$ is $\frac12(1-h_k/W_k)$. Its diagonal elements are the weights

$$|a|^2=\tfrac12\left(1-\frac{\varepsilon}{W_k}\right),\qquad |b|^2=\tfrac12\left(1+\frac{\varepsilon}{W_k}\right).$$

**The missing density.** The lower functions have $|v_k|^2=1$, while the upper ones have

$$|f_k|^2=\frac{k^2+m_0^2\tanh^2(m_0x)}{k^2+m_0^2}=1-\frac{m_0^2\,\mathrm{sech}^2(m_0x)}{E_k^2}.$$

For the uniform mass $m_0$ with the same $\varepsilon$, the function $\tanh$ is replaced by 1. Both moduli are then 1, and the energies and weights are unchanged. States of equal $k$ have equal energy, so an energy regulator weights them equally. The difference converges as an integral over $k$, and the regulator can be removed:

$$\rho_{\rm cont}(x)=-\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac12\left(1-\frac{\varepsilon}{W_k}\right)\frac{m_0^2\,\mathrm{sech}^2(m_0x)}{E_k^2}. \tag{3}$$

At $\varepsilon=0$, $\int dk/E_k^2=\pi/m_0$ gives

$$\rho_{\rm cont}=-\frac{m_0}{4}\,\mathrm{sech}^2(m_0x)=-\tfrac12|\psi_0|^2 .$$

The filled continuum lacks half a state near the kink. The empty continuum lacks the other half, and together they have supplied the zero mode.

**The charge for any $\varepsilon$.** Integrating (3) over $x$ gives a factor $2/m_0$, so

$$Q_{\rm cont}=-\frac{m_0}{2\pi}\int\frac{dk}{E_k^2}+\frac{m_0\varepsilon}{2\pi}\int\frac{dk}{E_k^2W_k}.$$

The first term is $-\frac12$. In the second, put $t=k/W_k$ and $B^2=m_0^2+\varepsilon^2$, so that $W_k^2=k^2+B^2=B^2/(1-t^2)$. Then $dt=B^2dk/W_k^3$, which gives $dk/W_k=dt/(1-t^2)$. Also $E_k^2=W_k^2-\varepsilon^2=(m_0^2+\varepsilon^2t^2)/(1-t^2)$. Hence

$$\int\frac{dk}{E_k^2W_k}=\int_{-1}^{1}\frac{dt}{m_0^2+\varepsilon^2t^2}=\frac{2}{m_0\varepsilon}\arctan\frac{\varepsilon}{m_0}.$$

For $\varepsilon>0$ the localized level lies above zero and is empty, so

$$Q=-\frac12+\frac1\pi\arctan\frac{\varepsilon}{m_0}=-\frac1\pi\arctan\frac{m_0}{\varepsilon}. \tag{4}$$

For $\varepsilon<0$ the level lies below zero and is filled. It adds 1, and the charge is $+\frac1\pi\arctan(m_0/|\varepsilon|)$. The limits $\varepsilon\to0^\pm$ give $\mp\frac12$, in agreement with the first derivation.

## What each derivation assumes

The first derivation needs no scattering states and holds for any smooth kink of the stated kind. It depends on the exact pairing of levels at $\pm E$ with equal densities, and it uses a regulator that gives both members of a pair the same weight. The second needs a profile whose states can be written down, but it does not need the pairing. It therefore also shows what happens without it: at fixed occupation of the localized level the charge varies continuously with $\varepsilon$, running for an empty level from near $-1$ at large negative $\varepsilon$ to near $0$ at large positive $\varepsilon$, and it jumps, by 1, only when that level is filled or emptied. In this model, the symmetry fixes the value at one half.

The two can be compared through the integrated bracket of (1). For $m=m_0\tanh(m_0x)$ at $\varepsilon=0$, the zero mode contributes 1, and each continuum lacks $m_0/E_k^2$ per $dk/2\pi$:

$$T(s)=\int\left(K_s-K_s^{\rm ref}\right)dx=1-\int\frac{dk}{\pi}\,\frac{m_0e^{-sE_k^2}}{E_k^2}.$$

Here $T(0)=0$ and $dT/ds=m_0e^{-sm_0^2}/\sqrt{\pi s}$, so $T(s)=\mathrm{erf}(m_0\sqrt s)$. The explicit states thus reproduce the vanishing of the integrated bracket as $s\to0$, including the slow $\sqrt s$ approach of (2).

Both derivations place the rest of the world infinitely far away. On a closed ring the number of particles is an integer, in the reference vacuum as well, so the total $Q$ is an integer. A kink on a ring comes with an antikink, whose own half completes the integer. For distant defects the two halves are opposite when one of the two localized modes is filled, and they are equal, with total $-1$ or $+1$, when both are empty or both are filled. At finite separation the two localized modes overlap. Each has a definite $\sigma_z$, so at $\varepsilon=0$ the Hamiltonian has only off-diagonal elements between them. If this coupling is nonzero, its eigenstates share the two modes equally, and filling one of these states gives each defect an average charge $-\frac12+\frac12=0$. The coupling vanishes in the special case $\oint m\,dx=0$ with periodic boundary conditions: then $e^{-\int m\,dx}$ and $e^{+\int m\,dx}$ are both periodic, the two modes are exact and degenerate zero modes, and the energy alone does not decide which combination is filled. With one of the two modes filled, a selecting term $\varepsilon$ gives nearly separate halves of opposite sign if it is large compared with this coupling and small compared with $m_0$.

Independent species add their charges. With two identical species, such as two spin states, the possible values are $-1$, $0$ and $+1$.

## Numerical check and worked example

The numerical check diagonalizes a lattice version on a ring with a distant kink and antikink, using $\varepsilon=\pm10^{-4}m_0$ to select the filled mode. For the kink $m_0\tanh(m_0x)$ the charges are $-0.49997$ (empty) and $+0.49997$ (filled). The deviation from one half agrees with (4), which predicts $|\varepsilon|/(\pi m_0)\approx3\times10^{-5}$. With the kink mode empty, the antikink carries $+0.49997$. The wider kink with its extra bound pair also gives $-0.49997$. A lopsided kink, with asymptotic masses $-0.6\,m_0$ and $1.0\,m_0$ and a bump in between, gives $-0.49996$. At the lattice site nearest the peak of its zero mode, the mode density is $0.430$ and the vacuum density $-0.215$, in units of $m_0$.

For a physical scale, take round model parameters $m_0=0.100$ eV and $v=5.0\times10^5$ m/s, with $m=m_0\tanh(x/\ell)$. The length is

$$\ell=\frac{\hbar v}{m_0}=\frac{0.3291\ \text{eV nm}}{0.100\ \text{eV}}=3.291\ \text{nm}.$$

The zero-mode density at the centre is $1/(2\ell)=0.152\ \text{nm}^{-1}$. It falls to half this value where $\cosh(x/\ell)=\sqrt2$, so its full width is $2\ell\,\mathrm{arccosh}\sqrt2=5.80$ nm. With the mode empty, the vacuum density at the centre is $-1/(4\ell)=-0.076\ \text{nm}^{-1}$. For electrons, of charge $-e$, the total charge is $+e/2=8.01\times10^{-20}$ C.

If a term $\varepsilon\sigma_z$ with $\varepsilon=0.050$ eV is present, (4) gives $Q=-\frac1\pi\arctan2=-0.352$, an electric charge of $+0.352\,e$. The ring gives $-0.3517$, which differs from the formula by about 0.2% of its value. The lattice spacing was not varied, so the origin of this small difference was not isolated.

## Numbers as computed

```
half-gap m0 = 0.100 eV
velocity v = 5.00e+05 m/s
length l = hbar v/m0 = 3.2911 nm
zero-mode density, full width at half maximum = 5.801 nm
zero-mode density at centre = 0.15193 1/nm
vacuum density at centre, mode empty = -0.07596 1/nm
half an elementary charge = 8.0109e-20 C
x = 0.0 l: zero-mode density = 0.500000 1/l
x = 0.0 l: missing from one branch = 0.250000 1/l
x = 1.0 l: zero-mode density = 0.209987 1/l
x = 1.0 l: missing from one branch = 0.104994 1/l
ring: length = 60 l, spacing = 0.10 l, cells = 600
selecting term eps = 1.0e-04 m0
narrow kink, mode empty: charge = -0.49997 (fermion number)
narrow kink, mode filled: charge = 0.49997 (fermion number)
antikink when kink mode is empty: charge = 0.49997 (fermion number)
whole ring: charge = 0.00000 (fermion number, magnitude)
wide kink, mode empty: charge = -0.49997 (fermion number)
wide kink: extra bound level, ring = 0.86573 m0
wide kink: extra bound level, formula = 0.86603 m0
lopsided kink: mass far left = -0.600 m0
lopsided kink: mass far right = 1.000 m0
lopsided kink, mode empty: charge = -0.49996 (fermion number)
lopsided: peak mode density, quadrature = 0.43003 1/l
lopsided: peak mode density, ring = 0.43019 1/l
lopsided: vacuum density at that point = -0.21508 1/l
lopsided: largest error of mode density = 1.8e-04 1/l
lopsided: largest error of vacuum density = 7.9e-05 1/l
s = 1.0000 /m0^2: trace change, ring = 0.8437 (number)
s = 1.0000 /m0^2: trace change, erf = 0.8427 (number)
s = 0.2500 /m0^2: trace change, ring = 0.5223 (number)
s = 0.2500 /m0^2: trace change, erf = 0.5205 (number)
s = 0.0625 /m0^2: trace change, ring = 0.2796 (number)
s = 0.0625 /m0^2: trace change, erf = 0.2763 (number)
wide kink, x = 0.0 l, s = 0.0625 /m0^2:
  local kernel change, ring = 0.1372 1/l
  local kernel change, leading law = 0.1410 1/l
wide kink, x = 2.0 l, s = 0.0625 /m0^2:
  local kernel change, ring = 0.0569 1/l
  local kernel change, leading law = 0.0592 1/l
broken symmetry: eps = 0.50 m0 = 0.050 eV
broken symmetry: charge, ring = -0.35167 (fermion number)
broken symmetry: charge, k integral = -0.35242 (fermion number)
broken symmetry: charge, arctan = -0.35242 (fermion number)
```
